\section*{The single-scattering EXAFS equation for an s core level, part 3}

Atom A at the origin absorbs from an $s$ orbital $\psi_c$; atom B sits at $\mathbf R=R\hat{\mathbf z}$. Wanted is $\chi=(\mu-\mu_0)/\mu_0$, with $\mu_0$ for A alone. The algebra uses atomic units, $E=k^2/2$. The potentials in $H$ are $V_A,V_B$.

The source is $s\propto\hat{\boldsymbol\epsilon}\cdot\mathbf r\,\psi_c$, and $\mu\propto-\mathrm{Im}\int s\psi\,d^3r$ for outgoing $\psi$ with $(E-H)\psi=s$; B adds $\delta g=|\delta g|e^{i\Phi_g}$ to the integral. With $\psi^+_{\mathbf k}$ a plane wave plus outgoing waves,
\begin{equation}
\sum_f|\langle f|s\rangle|^2\delta(E-E_f)=\frac{k}{(2\pi)^3}\int d\Omega_k\left|\int d^3r\,\psi^+_{\mathbf k}(\mathbf r)\,s(\mathbf r)\right|^2.
\label{eq:formA}
\end{equation}

An incident $j_l$ produces $\tau_lh_l$, $\tau_l=ie^{i\delta_l}\sin\delta_l$; $\delta_1$ is A's $p$ phase shift. B backscatters with $f(\pi)=|f|e^{i\phi}=k^{-1}\sum_l(2l+1)(-1)^le^{i\delta^B_l}\sin\delta^B_l$. With $\theta$ between $\hat{\boldsymbol\epsilon}$ and the bond,
\begin{equation}
\chi(\theta)=\cos^2\theta\,\chi_0+\sin^2\theta\,\chi_1,
\label{eq:pol}
\end{equation}
\begin{equation}
\chi_m=\mathrm{Re}\left[e^{2i\delta_1}X^m\right].
\label{eq:chim}
\end{equation}
\begin{align}
X^0&=3\sum_l(2l+1)\,\tau^B_l\,[h_l'(kR)]^2,\label{eq:X0}\\
X^1&=\frac32\sum_l(2l+1)\,l(l+1)\,\tau^B_l\left[\frac{h_l(kR)}{kR}\right]^2.\label{eq:X1}
\end{align}
To all orders, waves return to A with coefficients
\begin{equation}
a=c\,(1-X\tau^A)^{-1}Xe_1,\qquad X=W\tau^BU .
\label{eq:allorder}
\end{equation}
Here $U,W$ translate waves A to B and back, and $c\,e_1$ is the emitted $p$ wave.

For $V_A=0$, $\chi_0$ is an interference term plus a scattered term; the latter cancels part of the former and tends to
\begin{equation}
\frac{3}{(kR)^2}\sum_l(2l+1)\sin^2\delta^B_l=\frac{3\,\sigma_{\rm el}}{4\pi R^2},
\label{eq:shadow}
\end{equation}

For large $z=kR$, with $\Phi=2kR+2\delta_1+\phi$,
\begin{equation}
X^0=\frac{3e^{2iz}}{z^2}\sum_l(2l+1)(-1)^l\tau^B_l\left[1+\frac{i\,(l^2+l+2)}{z}+O(z^{-2})\right].
\label{eq:X0as}
\end{equation}
\begin{equation}
\frac{X^1}{X^0}\to-\frac1{2z^2}\,\frac{\sum(2l+1)(-1)^l\,l(l+1)\,\tau^B_l}{\sum(2l+1)(-1)^l\,\tau^B_l}.
\label{eq:ratio}
\end{equation}
\begin{equation}
\chi(\theta)=-3\cos^2\theta\,\frac{|f|}{kR^2}\,\sin(2kR+2\delta_1+\phi).
\label{eq:bare}
\end{equation}

Core-hole width and losses, $E\to E+i\Gamma$, replace $k$ by $p=k+i\kappa$, $p^2=k^2+2i\Gamma$, $\kappa=\Gamma/k=1/\lambda$, $\lambda=2E/(k\Gamma)$; the mean free path is $\lambda/2$.
\begin{equation}
\ln\delta g(k+i\kappa)=\ln\delta g(k)-\kappa\frac{d\Phi_g}{dk}+i\kappa\frac{d\ln|\delta g|}{dk}+O(\kappa^2).
\label{eq:CR}
\end{equation}
At large $kR$ the modulus is multiplied by
\begin{equation}
\exp\left[-\frac1\lambda\left(2R+\frac{d(2\delta_1+\phi)}{dk}\right)\right],
\label{eq:damp}
\end{equation}
and the apparent distance is
\begin{equation}
R_{\rm app}=R+\frac12\frac{d(2\delta_1+\phi)}{dk}.
\label{eq:Rapp}
\end{equation}

Part (h): the atoms are displaced by $\mathbf u_A,\mathbf u_B$, jointly Gaussian with zero mean, and carry their potentials rigidly. $\Gamma$ is large compared with vibrational energies, so the spectrum averages over frozen configurations. Find the average of $\chi$ and the variance that enters.

\subsection*{Solution}

First let the bond length be $r=R+x$, with $x$ Gaussian of variance $\sigma^2$. In the large-$kR$ form the dependence on $r$ is $e^{2ipr}/r^2$. Complete the square:
\begin{equation}
-\frac{x^2}{2\sigma^2}+2ipx=-\frac{(x-2ip\sigma^2)^2}{2\sigma^2}-2p^2\sigma^2 .
\end{equation}
For a polynomial $Q$ the integrand is entire and decays along horizontal lines, so the contour may be shifted to $x\to x+2ip\sigma^2$, giving $\langle e^{2ipx}Q(x)\rangle=e^{-2p^2\sigma^2}\langle Q(x+2ip\sigma^2)\rangle$. Apply this term by term to the Taylor series of $1/r^2$ about $R$. The series is asymptotic in $\sigma/R$, and the neighbourhood of the pole at $r=0$, where the form does not apply and the Gaussian average would strictly diverge, is excluded; the Gaussian weight there is of order $e^{-R^2/2\sigma^2}$. With $R'=R+2ip\sigma^2$ and $\langle(R'+x)^{-2}\rangle=R'^{-2}(1+3\sigma^2/R'^2+\dots)$,
\begin{equation}
\left\langle\frac{e^{2ipr}}{r^2}\right\rangle=\frac{e^{2ipR}}{R^2}\,e^{-2p^2\sigma^2}\left(1+\frac{2ip\sigma^2}R\right)^{-2}\left(1+\frac{3\sigma^2}{R^2}+\dots\right).
\end{equation}
Since $p^2=k^2+2i\Gamma$ and $\Gamma=k/\lambda$, the first factor is $e^{-2k^2\sigma^2}e^{-4ik\sigma^2/\lambda}$. In the second, $1+2ip\sigma^2/R=1-2\sigma^2/\lambda R+2ik\sigma^2/R$, whose inverse square has phase $-4k\sigma^2/R$ and modulus $1+4\sigma^2/\lambda R-4k^2\sigma^4/R^2$ to leading order. The average multiplies the signal by
\begin{equation}
e^{-2k^2\sigma^2}\left[1+\frac{3\sigma^2}{R^2}+\frac{4\sigma^2}{\lambda R}-\frac{4k^2\sigma^4}{R^2}\right]\exp\left[-4ik\sigma^2\left(\frac1R+\frac1\lambda\right)\right].
\label{eq:DW}
\end{equation}
The phase term arises because $e^{-2r/\lambda}/r^2$ weights short bonds more. It equals $2k$ times a shortening of $R$ by $2\sigma^2(1/R+1/\lambda)$.

In three dimensions let $\boldsymbol\Delta=\mathbf u_B-\mathbf u_A$, with component $\Delta_\parallel$ along the bond and a two-component part $\boldsymbol\Delta_\perp$ across it. Then $r=\sqrt{(R+\Delta_\parallel)^2+\Delta_\perp^2}=R+\Delta_\parallel+\Delta_\perp^2/2R+\dots$, so
\begin{equation}
\sigma^2=\langle[(\mathbf u_B-\mathbf u_A)\cdot\hat{\mathbf R}]^2\rangle=\langle u_{A\parallel}^2\rangle+\langle u_{B\parallel}^2\rangle-2\langle u_{A\parallel}u_{B\parallel}\rangle .
\label{eq:msrd}
\end{equation}
A rigid translation of the pair gives $\sigma^2=0$, as it must. For the perpendicular motion, taken independent of $\Delta_\parallel$ with variance $\sigma_\perp^2$ in each direction, the Gaussian integral $\langle e^{i\beta x^2}\rangle=(1-2i\beta\sigma_\perp^2)^{-1/2}$ with $\beta=k/R$, taken twice, gives $(1-2ik\sigma_\perp^2/R)^{-1}$. To first order this is a phase $+2k\sigma_\perp^2/R$, which is $2k$ times the lengthening $\langle\Delta_\perp^2\rangle/2R$ of the mean bond, and it vanishes if $R$ is defined as the mean distance instead of the distance between mean positions.

For a distribution that is not Gaussian, $\ln\langle e^{2ikx}\rangle=\sum_n(2ik)^nC_n/n!$ defines the cumulants $C_n$, with $C_2=\sigma^2$. The third adds a phase $-\tfrac43k^3C_3$ and the fourth a factor $\exp(\tfrac23k^4C_4)$, so the Gaussian form fails when these are not small.

\section*{(i) Several neighbours}

Assemble the result for a set of neighbours and evaluate the polarization sum for a powder, for eight neighbours along the cube diagonals and for four at the corners of a square.

\subsection*{Solution}

To first order in neighbour scattering, each neighbour $j$ receives only the wave emitted by A, so the returning coefficients and hence the $\delta g$ add. Combining \eqref{eq:bare}, the free-flight part of \eqref{eq:damp} and the leading factor of \eqref{eq:DW},
\begin{equation}
\chi(k)=-\sum_j3\cos^2\theta_j\,\frac{|f_j(\pi,k)|}{kR_j^2}\,\sin\left(2kR_j+2\delta_1+\phi_j\right)e^{-2R_j/\lambda}\,e^{-2k^2\sigma_j^2},
\label{eq:final}
\end{equation}
with $\cos\theta_j=\hat{\boldsymbol\epsilon}\cdot\hat{\mathbf R}_j$. For a shell of $N$ equivalent neighbours only $N_{\rm eff}=3\sum_j\cos^2\theta_j=3\,\epsilon_a\epsilon_b\sum_j\hat R_{ja}\hat R_{jb}$ depends on direction. In a powder $\langle\cos^2\theta\rangle=\tfrac12\int_{-1}^1c^2dc=\tfrac13$ and $N_{\rm eff}=N$. For the cube diagonals $(\pm1,\pm1,\pm1)/\sqrt3$ the off-diagonal products cancel in pairs and each diagonal sum is $8/3$, so $N_{\rm eff}=8$ for any polarization. For the square $\pm\hat{\mathbf x},\pm\hat{\mathbf y}$ the sum is $2(\epsilon_x^2+\epsilon_y^2)$, so $N_{\rm eff}=6$ for polarization in the plane and $0$ along the normal.

With more than one neighbour there are paths $A\to B\to C\to A$, which carry one more factor of a scattering amplitude divided by a distance. They are omitted. They matter when $|f|/R$ is not small at the angles involved, and also where the single-scattering sum is itself small, as near a node of the oscillation. A collinear arrangement brings in $f(0)$, in which the partial waves enter without the alternating sign. The theory has one electron; the relaxation of the other electrons around the core hole, which is represented by an amplitude factor $S_0^2$, lies outside it, and \eqref{eq:final} corresponds to $S_0^2=1$.

\section*{(j) A numerical model}

Take $V(r)=-V_0e^{-r^2/a^2}$ with $V_0=300$ eV, $a=0.30$ \AA\ for A and $V_0=400$ eV, $a=0.20$ \AA\ for B, a core orbital $\psi_c\propto e^{-r^2/b^2}$ with $b=0.15$ \AA, and $R=2.50$ \AA, $k=6.0$ \AA$^{-1}$, $\Gamma=4.0$ eV, $\sigma^2=0.005$ \AA$^2$. These are round model parameters and describe no material. Evaluate \eqref{eq:final} for eight neighbours on the cube diagonals and assess each approximation.

\subsection*{Solution}

The wave number is $3.1751$ bohr$^{-1}$, so $E=137.16$ eV, and $kR=15$. The Gaussian of A has fallen to $e^{-(1.25/0.30)^2}=e^{-17.4}$ at the midpoint of the bond, so the wells may be treated as non-overlapping.

\paragraph{Phase shifts and backscattering.} Runge--Kutta integration of the radial equation, matched to $j_l+\tau_lh_l$ outside the well, gives $\delta_1=1.0363$ rad for A and $\delta^B_0,\dots,\delta^B_3=1.1965,\ 0.4221,\ 0.0457,\ 0.0042$ rad, all modulo $\pi$. The first four terms $t_l=(2l+1)(-1)^le^{i\delta_l}\sin\delta_l$ of $kf(\pi)$ are
\begin{align}
t_0&=+0.3403+0.8663\,i, & t_1&=-1.1212-0.5035\,i,\nonumber\\
t_2&=+0.2282+0.0104\,i, & t_3&=-0.0293-0.0001\,i.
\end{align}
Their sum is $-0.5820+0.3731\,i$, of modulus $0.691$ and phase $2.572$ rad, so $|f|\approx0.691/6=0.1152$ \AA. With the higher partial waves included, $|f|=0.1148$ \AA\ and $\phi=2.5694$ rad. Then
\begin{equation}
\frac{|f|}{kR^2}=\frac{0.11484}{6\times6.25}=3.062\times10^{-3},\qquad\Phi=30+2.0726+2.5694=34.642\ \text{rad}.
\end{equation}
This is only $0.084$ rad beyond $11\pi$, so $\sin\Phi=-0.0843$: the chosen $k$ lies close to a node of the oscillation, and the value of $\chi$ is sensitive to small errors of phase.

\paragraph{Interference terms.} For $V_A=0$ the state $\psi^+_{\mathbf k}$ of part (e) can be written out and \eqref{eq:formA} integrated by Gauss--Legendre quadrature over directions. The coefficient of the $p$ wave is proportional to $\hat{\boldsymbol\epsilon}\cdot\nabla\psi^+_{\mathbf k}(0)$, because only $j_1Y_{1a}$ is linear in $\mathbf r$ at the origin, and the gradient is taken by a central difference. At $\theta=0$ the interference term is $-0.026205$ and the scattered term is $+0.018456$; their sum, $-0.007749$, is the value of $\mathrm{Re}\,X^0$ from \eqref{eq:X0}. The scattered term is close to its limit \eqref{eq:shadow}, $3(0.8663+0.5035+0.0104+0.0001)/225=0.01840$. Each of the two cancelling terms is more than twice as large as $|\chi|$. At $\theta=35^\circ$ the integral gives $-0.005191$, while $\cos^2\theta\,\mathrm{Re}\,X^0=0.67101\times(-0.007749)=-0.005200$; the remainder of $+9\times10^{-6}$ is the $\sin^2\theta$ term.

\paragraph{The pair at real energy.} The equation $(E-H)\psi=s$ can be solved with no scattering theory: expand $\psi$ in harmonics about A, couple them through the matrix of $V_B$, discretize $r$ by second-order finite differences with an outgoing condition beyond B, and extrapolate from two step sizes. This gives $\chi_0=2.0714\times10^{-3}$ and $\chi_1=-4.088\times10^{-5}$. The golden-rule integral with both potentials treated to all orders gives the same $\chi_0$ to these digits. Curved-wave single scattering, \eqref{eq:chim}, gives $\chi_0=2.0691\times10^{-3}$ and $\chi_1=-4.088\times10^{-5}$. The complex amplitude from \eqref{eq:allorder} differs from the single-scattering one by $0.17\%$ of the latter, against the plane-wave estimate $|f_A||f_B|/R^2=0.1288\times0.1148/6.25=0.24\%$, where $|f_A(\pi)|=0.1288$ \AA\ comes from the phase shifts of A. These wells are weak backscatterers; real atoms commonly have $|f(\pi)|$ of several tenths of an \AA, and the correction grows as the product of the two amplitudes.

The plane-wave form \eqref{eq:bare} gives $\chi_0=3\times3.0625\times10^{-3}\times0.0843=0.775\times10^{-3}$, less than half the direct value. The amplitudes are closer: $|X^0|=7.976\times10^{-3}$ against $9.187\times10^{-3}$, and the curved-wave phase is ahead by $0.178$ rad. Indeed $7.976\times10^{-3}\times\sin(0.0845+0.178)=2.07\times10^{-3}$. The complex error relative to the plane-wave amplitude is $0.212$. Equation \eqref{eq:X0as} estimates it: $2t_0+4t_1+8t_2+14t_3=-2.39-0.20\,i$ has modulus $2.40$, and $2.40/(0.689\times15)=0.23$. Evaluating \eqref{eq:X0} at $30R$ and $300R$ gives errors $7.53\times10^{-3}$ and $7.55\times10^{-4}$, whose products with 30 and 300 are both $0.226$, the $1/R$ law. The phase error is nearly constant around this $k$: the phase slopes of the curved-wave and plane-wave forms are $5.2525$ and $5.2521$ \AA, so here the error acts as an offset of the phase and hardly changes the apparent distance \eqref{eq:Rapp}. This holds because the chosen $k$ lies close to a stationary point of the phase error. At $k=3$, $4$ and $10$ \AA$^{-1}$ the error is $0.278$, $0.215$ and $0.110$ rad, and its slope shifts the apparent distance by about $-0.04$, $-0.02$ and $-0.02$ \AA. For the perpendicular term, $2t_1+6t_2+12t_3=-1.22-0.95\,i$ has modulus $1.55$, and \eqref{eq:ratio} gives $1.55/(2\times225\times0.689)=0.0050$; the full expressions give $|X^1/X^0|=0.0052$.

\paragraph{Damping.} The decay length is $\lambda=2\times137.16/(6.0\times4.0)=11.43$ \AA, the mean free path is $5.72$ \AA, and $e^{-5.00/11.431}=0.6457$. A central difference in $k$ gives $d(2\delta_1+\phi)/dk=+0.252$ \AA, so $R_{\rm app}=2.626$ \AA\ by \eqref{eq:Rapp}. In this model at this energy the apparent distance exceeds the true one; the derivation does not fix the sign of the shift, since $\phi$ is the phase of an alternating sum. The sign found here is a property of the model wells: for real atom pairs the slope is usually negative and the apparent distance is shorter than the true one by a few tenths of an \AA. The slope of the curved-wave phase is $5.2525$ \AA, and \eqref{eq:CR} predicts $e^{-5.2525/11.431}=0.6316$. The finite-difference solution at $E+i\Gamma$ gives $|\delta g(\Gamma)/\delta g(0)|=0.6308$, so the free-flight factor is too large by $2.4\%$ of that ratio. The background falls to $0.989$ of its value, a change within the order $\Gamma/E=0.03$.

The damped $\chi_0$ of the direct solution is $1.0551\times10^{-3}$, only $0.51$ of the undamped value, although the modulus fell to $0.63$. The difference is a phase shift of the kind given by the last term of \eqref{eq:CR}. Its size can be inferred: $1.0551\times10^{-3}\times0.989/(7.976\times10^{-3}\times0.6308)=0.207$ is the sine of $0.209$ rad, against $0.263$ rad without damping, a shift of about $-0.05$ rad. The expression $\mathrm{Re}[e^{2i\delta_1(p)}X^0(p)]$ gives $1.0554\times10^{-3}$. It omits a factor that differs from 1 at first order in $\kappa$, so agreement this close is not guaranteed at other energies.

\paragraph{Disorder.} Here $2k^2\sigma^2=0.36$ and $e^{-0.36}=0.6977$. The bracket in \eqref{eq:DW} is $1+0.0024+0.0007-0.0006=1.0025$, which gives $0.6994$, and the phase is $-0.12\times(0.4000+0.0875)=-0.0585$ rad. Gauss--Hermite quadrature of the average gives $0.6994$ and $-0.0586$ rad. For a three-dimensional case at real $k$, let both atoms have variance $0.005$ \AA$^2$ along the bond with correlation coefficient $0.5$, so that \eqref{eq:msrd} gives $2\times0.005\times(1-0.5)=0.005$ \AA$^2$, and let $\sigma_\perp^2=0.008$ \AA$^2$. Quadrature of $e^{2ikr}\cos^2\theta/r^2$ over the four Gaussian variables, relative to its value at rest and with the polarization along the mean bond, gives modulus $0.6955$ and phase $-0.0096$ rad. The predicted phase is $(2\times6\times0.008-4\times6\times0.005)/2.5=-0.0096$ rad, and the modulus lies $0.3\%$ below $e^{-0.36}$. Ignoring the correlation would give $e^{-0.72}$.

\paragraph{The shell.} With $N_{\rm eff}=8$ the envelope of \eqref{eq:final} and its value are
\begin{align}
8\times3.0625\times10^{-3}\times0.6457\times0.6977&=0.01104,\nonumber\\
\chi=0.01104\times0.0843&=0.93\times10^{-3}.
\end{align}
The curved-wave form with complex phase shifts uses $\sum\cos^2\theta_j=8/3$ and $\sum\sin^2\theta_j=16/3$ in \eqref{eq:pol} and the same factor $0.6977$. The parallel part is $\tfrac83\times1.0554\times10^{-3}\times0.6977=1.96\times10^{-3}$, and with the perpendicular part the total is $1.87\times10^{-3}$. The two values differ by a factor of two, which is $8.5\%$ of the envelope. Neither includes the phase of $-0.058$ rad from \eqref{eq:DW}, which is comparable to the $0.084$ rad that separates $\Phi$ from the node, and neither includes scattering between members of the shell. This close to a node both matter. Averaging the curved-wave form over the bond length gives $1.38\times10^{-3}$ in place of $1.87\times10^{-3}$, and solving the nine-atom cluster to all orders at $E+i\Gamma$ without disorder gives $2.08\times10^{-3}$ against $2.67\times10^{-3}$ in single scattering.

Numerical values quoted here were computed with a short program.
